# Why the electron's self-mass diverges logarithmically in QED and linearly classically: a program that tests the result

```python
"""
Self-mass of a free electron at rest, order alpha, with photon momentum k < L.
Result under test (hbar = c = m = 1, E = sqrt(1 + k^2)):
    delta_m = (alpha/pi) * integral_0^L (E + 2k) / (E (E + k)) dk
            = (alpha/pi) * [1.5 asinh(L) - 0.5 L (sqrt(1 + L^2) - L)],
which grows as a logarithm, while the classical energy is alpha L / pi.
The linear terms cancel between electron and pair contributions, separately
for the Coulomb interaction and for transverse photons.
Integrands below are in units of alpha/pi; energies are in electron masses.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import sici, k0, k1

alpha = const.fine_structure
mass_kev = const.m_e * const.c**2 / const.e / 1e3
unit = alpha / np.pi

# Dirac matrices, a generic photon direction and two polarizations
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alphas = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli]
beta = np.diag([1.0, 1.0, -1.0, -1.0])
direction = np.array([1.0, 2.0, 2.0]) / 3
pol_1 = np.array([2.0, 1.0, -2.0]) / 3
pol_2 = np.cross(direction, pol_1)


def dot_alpha(vector):
    return sum(v * a for v, a in zip(vector, alphas))


transverse = [dot_alpha(pol_1), dot_alpha(pol_2)]
rest_spinors = np.eye(4)[:, :2]


def spinor_terms(k, m=1.0):
    """Six integrands from numerical eigenvectors of the Dirac Hamiltonian:
    Coulomb electron, Coulomb pair, transverse electron, transverse pair,
    Feynman-gauge electron ordering, Feynman-gauge pair ordering."""
    energies, vectors = np.linalg.eigh(-k * dot_alpha(direction) + m * beta)
    negative, positive = vectors[:, :2], vectors[:, 2:]
    energy = energies[-1]

    def weight(final, operators):
        return sum(np.sum(abs(final.conj().T @ op @ rest_spinors)**2)
                   for op in operators) / 2

    charge_p, charge_n = (weight(f, [np.eye(4)]) for f in (positive, negative))
    trans_p, trans_n = (weight(f, transverse) for f in (positive, negative))
    vector_p, vector_n = (weight(f, alphas) for f in (positive, negative))
    gap_electron, gap_pair = energy + k - m, energy + k + m
    return np.array([charge_p, -charge_n,
                     -k * trans_p / gap_electron, k * trans_n / gap_pair,
                     k * (charge_p - vector_p) / gap_electron,
                     k * (vector_n - charge_n) / gap_pair])


def covariant_integrand(k):
    """Feynman-gauge loop at fixed k, frequency integral on the imaginary axis."""
    def f(w):
        s = w * w + k * k
        return (2 * s + 4 * w * w) / (s * (s * s + 4 * w * w))
    return 2 * k * k * quad(f, 0, np.inf, epsabs=1e-12, limit=200)[0] / np.pi


for k in (0.5, 1.5, 8.0):
    E = np.sqrt(1 + k * k)
    terms = spinor_terms(k)
    derived = [(1 + 1 / E) / 2, -(1 - 1 / E) / 2,
               -k * (1 - 1 / E) / (E + k - 1), k * (1 + 1 / E) / (E + k + 1),
               k * (-1 + 2 / E) / (E + k - 1), k * (1 + 2 / E) / (E + k + 1)]
    assert np.allclose(terms, derived, atol=1e-12)
    assert abs(terms[:2].sum() - 1 / E) < 1e-12
    assert abs(terms[2:4].sum() - k / (E * (E + k))) < 1e-12
    assert abs(terms[:4].sum() - covariant_integrand(k)) < 1e-8
    assert abs(terms[4:].sum() - covariant_integrand(k)) < 1e-8
    # a pair term is minus the electron term with the mass sign reversed
    flipped = spinor_terms(k, -1.0)
    assert np.allclose(terms[1::2], -flipped[0::2], atol=1e-12)


# Many-electron check of the signs: orbitals of momentum 0 and -k, and
# photons of momentum k and -k, at most one photon (exact at second order)
def second_quantized(one_body, number):
    states = list(combinations(range(8), number))
    index = {state: i for i, state in enumerate(states)}
    matrix = np.zeros((len(states), len(states)), complex)
    for column, occupied in enumerate(states):
        for place, j in enumerate(occupied):
            others = occupied[:place] + occupied[place + 1:]
            for i in range(8):
                if i not in others and one_body[i, j] != 0:
                    new = tuple(sorted(others + (i,)))
                    sign = (-1)**(place + new.index(i))
                    matrix[index[new], column] += sign * one_body[i, j]
    return matrix


k_fock = 1.5
E_fock = np.sqrt(1 + k_fock**2)
zero = np.zeros((4, 4))
free = np.block([[beta, zero],
                 [zero, beta - k_fock * dot_alpha(direction)]])


def transfer(operator):
    return np.block([[zero, zero], [operator, zero]])


def coulomb_mean(number, levels):
    """Mean of (rho rho^+ + rho^+ rho) in chosen free many-electron states."""
    vectors = np.linalg.eigh(second_quantized(free, number))[1][:, levels]
    rho = second_quantized(transfer(np.eye(4)), number)
    operator = rho @ rho.conj().T + rho.conj().T @ rho
    return np.trace(vectors.conj().T @ operator @ vectors).real / len(levels)


empty_sea = coulomb_mean(1, [4, 5])
filled_sea = coulomb_mean(5, [0, 1]) - coulomb_mean(4, [0])
assert abs(empty_sea - 1) < 1e-10
assert abs(filled_sea - spinor_terms(k_fock)[:2].sum()) < 1e-10


def ground_energy(number, coupling):
    electrons = second_quantized(free, number)
    photons = np.diag([0.0] + [k_fock] * 4)
    total = (np.kron(electrons, np.eye(5))
             + np.kron(np.eye(len(electrons)), photons))
    jumps = [transfer(op) for op in transverse]
    jumps += [jump.conj().T for jump in jumps]
    for mode, jump in enumerate(jumps, start=1):
        create = np.zeros((5, 5))
        create[mode, 0] = 1
        term = coupling * np.kron(second_quantized(jump, number), create)
        total = total + term + term.conj().T
    return np.linalg.eigvalsh(total)[0]


def scaled_shift(coupling):
    return (ground_energy(5, coupling) - ground_energy(4, coupling)
            - 1) / coupling**2


# Extrapolation removes the next power of the squared coupling
fock_shift = (4 * scaled_shift(0.02) - scaled_shift(0.04)) / 3
fock_transverse = k_fock * fock_shift
assert abs(fock_transverse - spinor_terms(k_fock)[2:4].sum()) < 2e-5

# Classical energy of a charge whose Fourier components stop at the cutoff
x = np.linspace(1e-6, 2000, 400001)
enclosed = 2 / np.pi * (sici(x)[0] - np.sin(x))
tail = (1 + 2 / np.pi**2) / x[-1]
classical_factor = (simpson(enclosed**2 / x**2, x=x) + tail) / 2
assert abs(classical_factor - 1 / np.pi) < 1e-5


# Integrals up to the cutoff, with k = sinh(t)
def integrated_terms(cutoff):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    t_max = np.arcsinh(cutoff)
    t = (nodes + 1) * t_max / 2
    return sum(w * t_max / 2 * np.cosh(s) * spinor_terms(np.sinh(s))
               for s, w in zip(t, weights))


def closed_form(cutoff):
    root = np.sqrt(1 + cutoff**2)
    return 1.5 * np.arcsinh(cutoff) - 0.5 * cutoff / (root + cutoff)


def logarithmic_form(cutoff):
    return 1.5 * (np.log(2 * cutoff) - 1 / 6)


cutoffs = (10.0, 100.0, 1000.0)
table = {L: integrated_terms(L) for L in cutoffs}
for L in cutoffs:
    assert abs(table[L][:4].sum() - closed_form(L)) < 1e-8
    assert abs(table[L][:2].sum() - np.arcsinh(L)) < 1e-8
    assert abs(closed_form(L) - logarithmic_form(L)) < 1 / L**2
decade_step = table[1000.0][:4].sum() - table[100.0][:4].sum()
assert abs(decade_step - 1.5 * np.log(10)) < 1e-4

# Spatial picture: the filled sea spreads the point correlation
for q in (0.5, 2.0, 5.0):
    transform = 2 / np.pi * quad(lambda r: k1(r) * np.sin(q * r) / q,
                                 0, 40, limit=300)[0]
    assert abs(transform - spinor_terms(q)[:2].sum()) < 1e-7
radius = 0.01
classical_outside = alpha / 2 * quad(lambda r: 1 / r**2, radius, np.inf)[0]
assert abs(classical_outside - alpha / (2 * radius)) < 1e-8
quantum_outside = unit * (quad(k1, radius, 1)[0] + quad(k1, 1, 40)[0])
assert abs(quantum_outside - unit * k0(radius)) < 1e-9

# Linear coefficients, read from the integrands at very large k
limits = spinor_terms(1e6)
assert np.allclose(limits, [0.5, -0.5, -0.5, 0.5, -0.5, 0.5], atol=1e-5)

print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"alpha/pi = {unit:.8f}")
print(f"electron rest energy = {mass_kev:.4f} keV")
print("Integrands at k = 1e6 m (units alpha/pi):")
names = ("Coulomb, electron", "Coulomb, pair", "transverse, electron",
         "transverse, pair", "Feynman gauge, electron", "Feynman gauge, pair")
for name, value in zip(names, limits):
    print(f"  {name}: {value:+.4f}")
print(f"Many-electron check at k = {k_fock} m (units alpha/pi):")
print(f"  E = {E_fock:.6f} m")
print(f"  Coulomb, sea empty: {empty_sea:.6f}")
print(f"  Coulomb, sea filled: {filled_sea:.6f}")
print(f"  transverse, sea filled: {fock_transverse:.6f}")
print(f"  transverse, spinor sum: {spinor_terms(k_fock)[2:4].sum():.6f}")
print("Self-mass contributions (units of m):")
for L in cutoffs:
    values = unit * table[L]
    print(f" cutoff = {L:.0f} m")
    for name, value in zip(names[:4], values[:4]):
        print(f"  {name}: {value:+.6f}")
    print(f"  Coulomb sum: {values[:2].sum():.6f}")
    print(f"  transverse sum: {values[2:4].sum():.6f}")
    print(f"  QED total: {values[:4].sum():.6f}")
    print(f"  classical: {L * classical_factor * alpha:.6f}")
print(f"QED growth, 100 m to 1000 m: {unit * decade_step:.6f} m")

critical = np.pi / alpha
critical_share = unit * closed_form(critical)
print("Cutoff where the classical energy equals m:")
print(f"  cutoff = {critical:.2f} m = {critical * mass_kev / 1e3:.1f} MeV")
print(f"  QED self-mass = {critical_share:.5f} m"
      f" = {critical_share * mass_kev:.2f} keV")
planck = const.physical_constants["Planck mass"][0] / const.m_e
print(f"Planck mass = {planck:.3e} m")
print(f"  QED self-mass there = {unit * logarithmic_form(planck):.4f} m")
print(f"  classical energy there = {unit * planck:.2e} m")
print(f"Energy beyond a = {radius} reduced Compton wavelength:")
print(f"  classical = {classical_outside:.5f} m")
print(f"  QED Coulomb part = {quantum_outside:.5f} m")
print("done: every assertion held")
```

Printed output:

```
fine-structure constant alpha = 0.00729735
alpha/pi = 0.00232282
electron rest energy = 510.9990 keV
Integrands at k = 1e6 m (units alpha/pi):
  Coulomb, electron: +0.5000
  Coulomb, pair: -0.5000
  transverse, electron: -0.5000
  transverse, pair: +0.5000
  Feynman gauge, electron: -0.5000
  Feynman gauge, pair: +0.5000
Many-electron check at k = 1.5 m (units alpha/pi):
  E = 1.802776 m
  Coulomb, sea empty: 1.000000
  Coulomb, sea filled: 0.554700
  transverse, sea filled: 0.251925
  transverse, spinor sum: 0.251925
Self-mass contributions (units of m):
 cutoff = 10 m
  Coulomb, electron: +0.015096
  Coulomb, pair: -0.008132
  transverse, electron: -0.009059
  transverse, pair: +0.011962
  Coulomb sum: 0.006964
  transverse sum: 0.002903
  QED total: 0.009867
  classical: 0.023228
 cutoff = 100 m
  Coulomb, electron: +0.122295
  Coulomb, pair: -0.109987
  transverse, electron: -0.112199
  transverse, pair: +0.117772
  Coulomb sum: 0.012307
  transverse sum: 0.005573
  QED total: 0.017880
  classical: 0.232282
 cutoff = 1000 m
  Coulomb, electron: +1.170237
  Coulomb, pair: -1.152582
  transverse, electron: -1.156125
  transverse, pair: +1.164372
  Coulomb sum: 0.017656
  transverse sum: 0.008247
  QED total: 0.025903
  classical: 2.322819
QED growth, 100 m to 1000 m: 0.008023 m
Cutoff where the classical energy equals m:
  cutoff = 430.51 m = 220.0 MeV
  QED self-mass = 0.02297 m = 11.74 keV
Planck mass = 2.389e+22 m
  QED self-mass there = 0.1814 m
  classical energy there = 5.55e+19 m
Energy beyond a = 0.01 reduced Compton wavelength:
  classical = 0.36487 m
  QED Coulomb part = 0.01097 m
done: every assertion held
```
